# Valley Repopulation, Shear Strain and Donor Spin Relaxation in Silicon: a program that tests the result

```python
"""Spin relaxation of a silicon donor by strain modulation of its g tensor.

Result under test, for H = muB B.g.S and field direction n:
  valley repopulation: dg_ii = beta*(eps_ii - Tr eps/3),
      beta = -2*Xi_u*(g_par - g_perp)/(3*gap_E); no spin flip for n on a cubic axis
  shear in each valley: dg_ij = A*eps_ij (i != j); spin flips on a cubic axis too
  1/T1 = w^3 (muB B)^2 K [beta^2 (1-C) + A^2 C] coth(hbar w/2kT)/(8 pi hbar rho)
      C = sum n_i^4,  K = 2/(15 v_l^5) + 1/(5 v_t^5),  hbar w = g muB B
Xi_u: shear deformation potential; gap_E: A1-to-E valley-orbit gap;
rho: density; v_l, v_t: sound speeds. Parameters are round, rough values.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

hbar, kB, eV = const.hbar, const.k, const.e
muB = const.physical_constants["Bohr magneton"][0]

# Rough parameters in the regime of a phosphorus donor in silicon
field, temperature = 1.5, 0.1              # T, K
Xi_u, gap_E, gap_T2 = 9.0, 0.013, 0.012    # eV
g_perp, g_par = 1.998, 1.999
A_shear = 0.4
rho = 2330.0                               # kg/m^3
c11, c12, c44 = 166e9, 64e9, 80e9          # Pa
donor_radius = 2e-9                        # m
hyperfine_Hz = 120e6

g_mean = (g_par + 2 * g_perp) / 3
beta = -2 * Xi_u * (g_par - g_perp) / (3 * gap_E)
omega = g_mean * muB * field / hbar
# Voigt averages define the isotropic sound speeds
v_t = np.sqrt((c11 - c12 + 3 * c44) / 5 / rho)
v_l = np.sqrt((3 * c11 + 2 * c12 + 4 * c44) / 5 / rho)
K = 2 / (15 * v_l**5) + 1 / (5 * v_t**5)

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
spin = pauli / 2
directions = {"[001]": np.array([0., 0., 1.]),
              "[110]": np.array([1., 1., 0.]) / np.sqrt(2),
              "[111]": np.ones(3) / np.sqrt(3)}
generic = np.array([1., 2., 3.]) / np.sqrt(14)


def g_change(strain, b, a):
    """Change of the donor g tensor for strain tensors of shape (..., 3, 3)."""
    eye = np.eye(3)
    trace = np.trace(strain, axis1=-2, axis2=-1)[..., None, None]
    return b * (strain - trace / 3) * eye + a * strain * (1 - eye)


def transverse_squared(strain, n, b, a):
    w = g_change(strain, b, a) @ n
    return np.sum(w**2, axis=-1) - (w @ n)**2


def rate(n, b, a, temp):
    C = np.sum(n**4)
    thermal = 1 / np.tanh(hbar * omega / (2 * kB * temp))
    return (omega**3 * (muB * field)**2 * K / (8 * np.pi * hbar * rho)
            * (b**2 * (1 - C) + a**2 * C) * thermal)


# --- Valley repopulation from the full six-valley, two-spin Hamiltonian ---
axes = np.repeat(np.eye(3), 2, axis=0)
adjacent = gap_E / 6
opposite = (gap_T2 - 4 * adjacent) / 2
H_valley = np.zeros((6, 6))
for i in range(6):
    for j in range(6):
        if i != j:
            H_valley[i, j] = -opposite if i // 2 == j // 2 else -adjacent
levels = np.linalg.eigvalsh(H_valley)
assert np.allclose(levels - levels[0], [0] + [gap_T2] * 3 + [gap_E] * 2)


def flip_amplitude(n, strain):
    """Strain matrix element between the two lowest Zeeman states, in eV."""
    H = np.kron(H_valley, np.eye(2)).astype(complex)
    for v in range(6):
        vec = g_perp * n + (g_par - g_perp) * axes[v] * (axes[v] @ n)
        H[2*v:2*v+2, 2*v:2*v+2] += (muB * field / eV
                                    * np.einsum("i,ijk->jk", vec, spin))
    states = np.linalg.eigh(H)[1]
    shifts = Xi_u * np.einsum("vi,ij,vj->v", axes, strain, axes)
    V = np.kron(np.diag(shifts), np.eye(2))
    return abs(states[:, 1].conj() @ V @ states[:, 0])


test_strain = np.array([[0.7, 0.2, -0.3], [0.2, -0.4, 0.5], [-0.3, 0.5, -0.3]])
amp_generic = flip_amplitude(generic, test_strain)
amp_formula = (muB * field / eV / 2
               * np.sqrt(transverse_squared(test_strain, generic, beta, 0.0)))
# Corrections are of order (Zeeman energy / gap_E)^2, about 2e-4
assert abs(amp_generic / amp_formula - 1) < 1e-3
amp_axis = flip_amplitude(directions["[001]"], test_strain)
assert amp_axis < 1e-5 * amp_generic

# Valley weights under a small static strain, by diagonalization
eps_static = 1e-5
uniaxial = np.diag([0., 0., eps_static])
ground = np.linalg.eigh(H_valley + np.diag(
    Xi_u * np.einsum("vi,ij,vj->v", axes, uniaxial, axes)))[1][:, 0]
weight_z = ground[4]**2
weight_formula = (1 - 2 * Xi_u * (2 * eps_static / 3) / gap_E) / 6
assert abs((weight_z - 1/6) / (weight_formula - 1/6) - 1) < 0.02

# --- Symmetry: average a random linear map strain -> g over the group Td ---
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(perm)])
rng = np.random.default_rng(4)
raw = rng.normal(size=(3, 3, 3, 3))
raw = (raw + raw.transpose(0, 1, 3, 2)) / 2
linear_map = sum(np.einsum("ai,bj,ck,dl,ijkl->abcd", R, R, R, R, raw,
                           optimize=True) for R in group) / len(group)
for k in range(3):
    response = linear_map[:, :, k, k]
    assert np.allclose(response, np.diag(np.diag(response)), atol=1e-12)
assert abs(linear_map[0, 1, 0, 1]) > 1e-3
assert np.isclose(linear_map[0, 1, 0, 1], linear_map[1, 0, 0, 1])
n_constants = sum(np.trace(R)**2 * (np.trace(R)**2 + np.trace(R @ R)) / 2
                  for R in group) / len(group)
assert np.isclose(n_constants, 3)

# --- Shear inside a z valley: orbitals Delta1, Delta2', and the Delta5 pair ---
E_below, E_above = 4.0, 0.5                # eV, distances from Delta1
so_strength, shear_mix = 1e-3, 0.01        # eV
kap, kap2 = 1.0, 0.8                       # angular-momentum matrix elements
L = np.zeros((3, 4, 4), dtype=complex)
L[0, 0, 3], L[0, 1, 2] = 1j * kap, 1j * kap2
L[1, 0, 2], L[1, 1, 3] = -1j * kap, -1j * kap2
L[2, 2, 3] = -1j
L = L + L.conj().transpose(0, 2, 1)


def valley_gxy(mix):
    """g_xy of the Delta1 Kramers pair, from the invariant matrix g g^T."""
    orbital = np.diag([0., E_above, -E_below, -E_below]).astype(complex)
    orbital[0, 1] = orbital[1, 0] = mix
    H = np.kron(orbital, np.eye(2))
    H = H + so_strength * sum(np.kron(L[i], spin[i]) for i in range(3))
    pair = np.linalg.eigh(H)[1][:, 4:6]
    M = [pair.conj().T @ (np.kron(L[i], np.eye(2))
         + 2 * np.kron(np.eye(4), spin[i])) @ pair for i in range(3)]
    return 2 * np.trace(M[0] @ M[1]).real / 4


gxy_numeric = (valley_gxy(shear_mix) - valley_gxy(-shear_mix)) / 2
gxy_formula = 4 * so_strength * shear_mix * kap * kap2 / (E_below * E_above)
assert abs(valley_gxy(0.0)) < 1e-12
assert abs(gxy_numeric / gxy_formula - 1) < 0.01   # higher orders in the couplings


# --- Golden rule as an explicit sum over phonon modes in a periodic box ---
def box_rate(n, b, a, temp):
    shell, reach, width = 24, 29, 0.035
    dq = omega / (v_t * shell)
    volume = (2 * np.pi / dq)**3
    m = np.arange(-reach, reach + 1)
    grid = np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)
    length = np.linalg.norm(grid, axis=1)
    keep = (length > 0) & (length < reach)
    q = length[keep] * dq
    qhat = grid[keep] / length[keep][:, None]
    e1 = np.cross(qhat, np.array([0.30, 0.50, 0.81]))
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(qhat, e1)
    total = 0.0
    for pol, speed in ((qhat, v_l), (e1, v_t), (e2, v_t)):
        w = speed * q
        outer = pol[:, :, None] * qhat[:, None, :]
        strain = (outer + outer.transpose(0, 2, 1)) / 2
        element2 = ((muB * field)**2 / 4 * transverse_squared(strain, n, b, a)
                    * q**2 * hbar / (2 * rho * volume * w))
        occupation = 1 / np.expm1(hbar * w / (kB * temp))
        delta = (np.exp(-((w - omega) / (width * omega))**2 / 2)
                 / (np.sqrt(2 * np.pi) * width * hbar * omega))
        total += np.sum(2 * np.pi / hbar * element2 * (2 * occupation + 1) * delta)
    return total


# The smeared energy delta biases the sum by somewhat under one percent
box_ratios = []
for n in (directions["[001]"], generic):
    box_ratios.append(box_rate(n, beta, A_shear, 1.0) / rate(n, beta, A_shear, 1.0))
    assert abs(box_ratios[-1] - 1) < 0.015


# --- Angular quadrature with true crystal sound waves ---
def crystal_average(n, b, a, s11, s12, s44):
    """Sum over polarizations of the direction average of t^2/v^5."""
    x, wx = np.polynomial.legendre.leggauss(40)
    phi = (np.arange(80) + 0.5) * 2 * np.pi / 80
    cz, ph = np.meshgrid(x, phi, indexing="ij")
    sz = np.sqrt(1 - cz**2)
    qhat = np.stack([sz * np.cos(ph), sz * np.sin(ph), cz], -1).reshape(-1, 3)
    weight = np.repeat(wx / 2 / 80, 80)
    christoffel = (s12 + s44) * qhat[:, :, None] * qhat[:, None, :]
    for i in range(3):
        christoffel[:, i, i] = s11 * qhat[:, i]**2 + s44 * (1 - qhat[:, i]**2)
    stiffness, pol = np.linalg.eigh(christoffel)
    total = 0.0
    for p in range(3):
        outer = pol[:, :, p][:, :, None] * qhat[:, None, :]
        strain = (outer + outer.transpose(0, 2, 1)) / 2
        speed = np.sqrt(stiffness[:, p] / rho)
        total += np.sum(weight * transverse_squared(strain, n, b, a) / speed**5)
    return total


iso = (rho * v_l**2, rho * (v_l**2 - 2 * v_t**2), rho * v_t**2)
for n in list(directions.values()) + [generic]:
    C = np.sum(n**4)
    closed = K * (beta**2 * (1 - C) + A_shear**2 * C)
    assert abs(crystal_average(n, beta, A_shear, *iso) / closed - 1) < 1e-6
cubic = (c11, c12, c44)
aniso_shear = crystal_average(directions["[001]"], 0.0, A_shear, *cubic) / (K * A_shear**2)
aniso_repop = (crystal_average(directions["[111]"], beta, 0.0, *cubic)
               / (K * beta**2 * 2 / 3))
aniso_axis = crystal_average(directions["[001]"], beta, 0.0, *cubic) / (K * beta**2)
assert aniso_axis < 1e-12

# --- Hyperfine mixing lets longitudinal g modulation flip electron and nucleus ---
H_hf = hbar * omega * np.kron(spin[2], np.eye(2)) + const.h * hyperfine_Hz * sum(
    np.kron(spin[i], spin[i]) for i in range(3))
H_hf = H_hf / (hbar * omega)
middle = np.array([1, 2])                  # electron up/nucleus down and reverse
vec_hf = np.linalg.eigh(H_hf[np.ix_(middle, middle)])[1]
Sz_middle = np.kron(spin[2], np.eye(2))[np.ix_(middle, middle)]
sz_element = abs(vec_hf[:, 0].conj() @ Sz_middle @ vec_hf[:, 1])
mixing = const.h * hyperfine_Hz / (2 * hbar * omega)
assert abs(sz_element / mixing - 1) < 1e-3
leak = sz_element**2 * (2 / 3) * beta**2 / (A_shear**2 / 4)

# --- Worked example and sizes of neglected effects ---
def tilted(theta):
    s = np.sin(theta)
    return np.array([s / np.sqrt(2), s / np.sqrt(2), np.cos(theta)])


equal_tilt = brentq(lambda th: rate(tilted(th), beta, 0, temperature)
                    - rate(tilted(th), 0, A_shear, temperature), 0.01, 0.95)
five = tilted(np.radians(5))
share_five = rate(five, beta, 0, temperature) / rate(five, beta, A_shear, temperature)
qa = omega / v_t * donor_radius
size_loss = 1 - (1 + (qa / 2)**2)**-4      # 1s envelope, transverse phonons
shear = np.zeros((3, 3))
shear[0, 2] = shear[2, 0] = eps_static
z = directions["[001]"]
dB_repop = g_change(uniaxial, beta, 0) @ z * field / g_mean * 1e6
dB_shear = g_change(shear, 0, A_shear) @ z * field / g_mean * 1e6

print(f"field {field} T, temperature {temperature} K")
print(f"Xi_u {Xi_u} eV, A1-E gap {gap_E*1e3:.1f} meV, A1-T2 gap {gap_T2*1e3:.1f} meV")
print(f"g_par {g_par}, g_perp {g_perp}, donor mean g {g_mean:.5f}")
print(f"repopulation coefficient beta {beta:.4f}; shear coefficient A {A_shear}")
print(f"density {rho:.0f} kg/m^3; c11, c12, c44 = "
      f"{c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"sound speeds v_l {v_l:.0f} m/s, v_t {v_t:.0f} m/s")
print(f"K {K:.4e} s^5/m^5; transverse part {1/(5*v_t**5)/K:.4f}")
print(f"spin frequency {omega/2/np.pi/1e9:.3f} GHz; "
      f"Zeeman energy {hbar*omega/eV*1e3:.4f} meV")
print(f"thermal factor coth {1/np.tanh(hbar*omega/(2*kB*temperature)):.6f}")
print(f"flip element per unit strain, n=(1,2,3): diagonalized {amp_generic*1e6:.4f} ueV")
print(f"  same from formula {amp_formula*1e6:.4f} ueV; on [001] {amp_axis*1e6:.4f} ueV")
print(f"static strain {eps_static:.0e}: weight of one z valley {weight_z:.6f}")
print(f"  first-order weight {weight_formula:.6f}; unstrained {1/6:.6f}")
print("field change for B on [001], components x y z in uT:")
print("  uniaxial eps_zz, repopulation:", " ".join(f"{v+0.0:.3f}" for v in dB_repop))
print("  shear eps_xz, valley g tensor:", " ".join(f"{v+0.0:.3f}" for v in dB_shear))
print(f"linear strain-to-g constants allowed by Td: {n_constants:.0f}")
print(f"valley model: E_v {E_below} eV, E_d {E_above} eV, lambda {so_strength*1e3:.1f} meV")
print(f"  V {shear_mix*1e3:.0f} meV, kappa {kap}, kappa' {kap2}")
print(f"  g_xy diagonalized {gxy_numeric:.4e}, formula {gxy_formula:.4e}")
print(f"mode sum / formula at 1 K: [001] {box_ratios[0]:.4f}, (1,2,3) {box_ratios[1]:.4f}")
for name, n in directions.items():
    r, s = rate(n, beta, 0, temperature), rate(n, 0, A_shear, temperature)
    print(f"{name}: C {np.sum(n**4):.4f}, repopulation {r:.3e} 1/s, shear {s:.3e} 1/s")
    print(f"  total {r+s:.3e} 1/s, T1 {1/(r+s):.1f} s")
print(f"tilt toward [110] for equal rates {np.degrees(equal_tilt):.2f} deg")
print(f"repopulation share of total at 5 deg tilt {share_five*100:.2f} %")
print(f"elastic anisotropy: shear rate on [001] times {aniso_shear:.3f}")
print(f"elastic anisotropy: repopulation rate on [111] times {aniso_repop:.3f}")
print(f"donor radius {donor_radius*1e9:.1f} nm: q*a {qa:.4f}, "
      f"rate lowered by {size_loss*100:.2f} %")
print(f"hyperfine {hyperfine_Hz/1e6:.0f} MHz: mixing amplitude {mixing:.3e}")
print(f"  on-axis repopulation leak / shear rate {leak:.2e}")
print(f"lowest excited valley level / kT {gap_T2*eV/(kB*temperature):.0f}")
print("verified")
```

Output:

```
field 1.5 T, temperature 0.1 K
Xi_u 9.0 eV, A1-E gap 13.0 meV, A1-T2 gap 12.0 meV
g_par 1.999, g_perp 1.998, donor mean g 1.99833
repopulation coefficient beta -0.4615; shear coefficient A 0.4
density 2330 kg/m^3; c11, c12, c44 = 166, 64, 80 GPa
sound speeds v_l 9011 m/s, v_t 5418 m/s
K 4.5077e-20 s^5/m^5; transverse part 0.9502
spin frequency 41.954 GHz; Zeeman energy 0.1735 meV
thermal factor coth 1.000000
flip element per unit strain, n=(1,2,3): diagonalized 5.3941 ueV
  same from formula 5.3931 ueV; on [001] 0.0000 ueV
static strain 1e-05: weight of one z valley 0.165134
  first-order weight 0.165128; unstrained 0.166667
field change for B on [001], components x y z in uT:
  uniaxial eps_zz, repopulation: 0.000 0.000 -2.310
  shear eps_xz, valley g tensor: 3.003 0.000 0.000
linear strain-to-g constants allowed by Td: 3
valley model: E_v 4.0 eV, E_d 0.5 eV, lambda 1.0 meV
  V 10 meV, kappa 1.0, kappa' 0.8
  g_xy diagonalized 1.5994e-05, formula 1.6000e-05
mode sum / formula at 1 K: [001] 1.0025, (1,2,3) 1.0026
[001]: C 1.0000, repopulation 0.000e+00 1/s, shear 4.140e-03 1/s
  total 4.140e-03 1/s, T1 241.6 s
[110]: C 0.5000, repopulation 2.756e-03 1/s, shear 2.070e-03 1/s
  total 4.826e-03 1/s, T1 207.2 s
[111]: C 0.3333, repopulation 3.674e-03 1/s, shear 1.380e-03 1/s
  total 5.054e-03 1/s, T1 197.9 s
tilt toward [110] for equal rates 31.21 deg
repopulation share of total at 5 deg tilt 2.00 %
elastic anisotropy: shear rate on [001] times 0.831
elastic anisotropy: repopulation rate on [111] times 1.545
donor radius 2.0 nm: q*a 0.0973, rate lowered by 0.94 %
hyperfine 120 MHz: mixing amplitude 1.430e-03
  on-axis repopulation leak / shear rate 7.26e-06
lowest excited valley level / kT 1393
verified
```
